**Airy levels of a triangular well with a hard wall**

The program tests E_n = |a_n| (ħ²e²F²/2m)^(1/3) for an electron of mass m along z, held by a uniform field F against an infinite wall; a_n are the zeros of the Airy function Ai, and e is the elementary charge. It computes Ai from its defining integral and asserts that the result does not depend on the integration line, satisfies the Airy equation and obeys the decay bound at sample points. It finds the first five zeros and asserts that the large-n estimate lies within 1% of them, with an error that shrinks as n grows. Independently, it diagonalizes the Hamiltonian on a finite-difference grid and asserts agreement of the energies, densities, mean distances from the wall and probabilities beyond the turning point. Two further diagonalizations assert that eight times the field multiplies the levels by four, and eight times the mass by one half. For 0.2 electron masses and 10 MV/m, the output shows levels from 62.4 to 212.2 meV, equal for formula and grid to all printed digits. The probabilities beyond the turning point agree within the asserted tolerance of 0.001, which allows for the sharp cut of the grid sum; for n = 3 the rounded values differ in the last printed digit.

## Program and output

```python
"""Levels of an electron in a triangular well with a hard wall.

Result under test: for V = e F z at z > 0 and an infinite wall at z = 0,
    E_n = |a_n| * eps,  eps = e F ell,  ell = (hbar^2 / (2 m e F))^(1/3),
where a_n < 0 are the zeros of the Airy function Ai.
m: effective mass along z, F: field, e: elementary charge.
Ai is computed from its integral along t = c + i s, c > 0:
    Ai(x) = (1 / 2 pi) * integral ds exp(t^3 / 3 - x t).
The independent road is a grid diagonalization of the Hamiltonian.
Units inside the program: meV and nm (a field of 1 MV/m is 1 meV/nm per e).
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import airy

S_GRID = np.linspace(-9.0, 9.0, 3601)
S_STEP = S_GRID[1] - S_GRID[0]


def airy_integral(x, c=1.0, derivative=False):
    """Ai(x) or Ai'(x) by direct summation of the defining integral."""
    t = c + 1j * S_GRID
    x = np.asarray(x, dtype=float)
    integrand = np.exp(t**3 / 3 - x[..., None] * t)
    if derivative:
        integrand = -t * integrand
    return integrand.sum(axis=-1).real * S_STEP / (2 * np.pi)


def kinetic_constant(mass_ratio):
    """hbar^2 / (2 m) in meV nm^2."""
    mass = mass_ratio * const.m_e
    return const.hbar**2 / (2 * mass) / const.e * 1e3 * 1e18


def grid_levels(mass_ratio, slope, count, box=60.0, intervals=12000):
    """Lowest levels (meV), normalized states, grid (nm) and its step."""
    step = box / intervals
    z = step * np.arange(1, intervals)
    k = kinetic_constant(mass_ratio)
    diagonal = 2 * k / step**2 + slope * z
    off_diagonal = np.full(len(z) - 1, -k / step**2)
    energies, states = eigh_tridiagonal(
        diagonal, off_diagonal, select="i", select_range=(0, count - 1))
    return energies, states / np.sqrt(step), z, step


# The integral: independence of c, differential equation, decay bound
x_test = np.array([-3.0, -1.2, 0.0, 0.8, 2.0])
ai_test = airy_integral(x_test)
assert np.allclose(ai_test, airy_integral(x_test, c=0.7), atol=1e-10)
assert np.allclose(ai_test, airy_integral(x_test, c=1.3), atol=1e-10)
assert np.allclose(ai_test, airy(x_test)[0], atol=1e-10)
d = 0.005
second_difference = (airy_integral(x_test + d) - 2 * ai_test
                     + airy_integral(x_test - d)) / d**2
# tolerance set by the d^2 error of the second difference
assert np.allclose(second_difference, x_test * ai_test, atol=2e-5)
x_decay = np.array([1.0, 2.0, 4.0])
bound = np.exp(-2 * x_decay**1.5 / 3) / (2 * np.sqrt(np.pi) * x_decay**0.25)
decay_ratio = airy_integral(x_decay) / bound
assert np.all(decay_ratio < 1) and np.all(decay_ratio > 0.9)

# Zeros of Ai from sign changes; the scan includes positive arguments
scan = np.arange(-8.5, 4.0, 0.1)
values = airy_integral(scan)
changes = np.where(values[:-1] * values[1:] < 0)[0]
zeros = np.array([brentq(airy_integral, scan[i], scan[i + 1], xtol=1e-12)
                  for i in changes])[::-1]
levels = 5
assert len(zeros) == levels and np.all(zeros < 0)
size = -zeros
assert np.all(np.diff(size) < np.pi / np.sqrt(size[:-1]))

# Estimate of the zeros from the oscillating form of Ai
n = np.arange(1, levels + 1)
estimate = (3 * np.pi * (4 * n - 1) / 8) ** (2 / 3)
estimate_error = 100 * (estimate / size - 1)
assert np.all(np.abs(estimate_error) < 1.0)
assert np.all(np.diff(np.abs(estimate_error)) < 0)

# Worked example: formula against diagonalization
mass_ratio = 0.2
slope = 10.0
k_example = kinetic_constant(mass_ratio)
ell = (k_example / slope) ** (1 / 3)
eps = slope * ell
energy = size * eps
grid_energy, states, z, step = grid_levels(mass_ratio, slope, levels)
assert np.allclose(energy, grid_energy, rtol=2e-6, atol=0)

# Normalized densities, mean distance, probability past the turning point
slope_at_zero = airy_integral(zeros, derivative=True)
slope_at_origin = float(airy_integral(0.0, derivative=True))
turning = energy / slope
mean_z = 2 * energy / (3 * slope)
tail = slope_at_origin**2 / slope_at_zero**2
grid_mean = step * (states**2 * z[:, None]).sum(axis=0)
grid_tail = np.array([step * (states[z > turning[j], j]**2).sum()
                      for j in range(levels)])
assert np.allclose(mean_z, grid_mean, rtol=1e-5, atol=0)
# tolerance set by the sharp cut of the sum at the turning point
assert np.allclose(tail, grid_tail, atol=1e-3)
thin = slice(None, None, 50)
for j in range(levels):
    density = (airy_integral(z[thin] / ell + zeros[j])**2
               / (ell * slope_at_zero[j]**2))
    assert np.allclose(density, states[thin, j]**2, atol=1e-5)

# Scaling with field and mass, from new diagonalizations
field_ratio = grid_levels(mass_ratio, 8 * slope, levels)[0] / grid_energy
mass_effect = grid_levels(8 * mass_ratio, slope, levels)[0] / grid_energy
assert np.allclose(field_ratio, 4.0, rtol=1e-5)
assert np.allclose(mass_effect, 0.5, rtol=1e-5)

print(f"effective mass: {mass_ratio:.1f} electron masses")
print(f"field: {slope:.1f} MV/m (slope of V: {slope:.1f} meV/nm)")
print(f"hbar^2/(2m): {k_example:.3f} meV nm^2")
print(f"length ell: {ell:.4f} nm")
print(f"energy unit eps: {eps:.4f} meV")
for x, r in zip(x_decay, decay_ratio):
    print(f"Ai(x) / decay bound at x = {x:.0f}: {r:.4f}")
print(f"Ai'(0): {slope_at_origin:.5f}")
print("n, zero a_n, Ai'(a_n), estimate of |a_n|, its error in %")
for j in range(levels):
    print(f"{n[j]}  {zeros[j]:.5f}  {slope_at_zero[j]:.5f}"
          f"  {estimate[j]:.5f}  {estimate_error[j]:.3f}")
print("n, E_n formula (meV), E_n grid (meV)")
for j in range(levels):
    print(f"{n[j]}  {energy[j]:.3f}  {grid_energy[j]:.3f}")
print("n, turning point (nm), mean z formula (nm), mean z grid (nm)")
for j in range(levels):
    print(f"{n[j]}  {turning[j]:.3f}  {mean_z[j]:.3f}  {grid_mean[j]:.3f}")
print("n, probability past turning point: formula, grid")
for j in range(levels):
    print(f"{n[j]}  {tail[j]:.3f}  {grid_tail[j]:.3f}")
print("spacings E_(n+1) - E_n (meV):",
      "  ".join(f"{gap:.3f}" for gap in np.diff(energy)))
print(f"E_1 ratio, field times 8: {field_ratio[0]:.4f}")
print(f"E_1 ratio, mass times 8: {mass_effect[0]:.4f}")
print(f"E_1 in eV: {energy[0] / 1000:.5f} eV")
print("all assertions hold")
```

Printed output:

```
effective mass: 0.2 electron masses
field: 10.0 MV/m (slope of V: 10.0 meV/nm)
hbar^2/(2m): 190.499 meV nm^2
length ell: 2.6707 nm
energy unit eps: 26.7074 meV
Ai(x) / decay bound at x = 1: 0.9341
Ai(x) / decay bound at x = 2: 0.9703
Ai(x) / decay bound at x = 4: 0.9881
Ai'(0): -0.25882
n, zero a_n, Ai'(a_n), estimate of |a_n|, its error in %
1  -2.33811  0.70121  2.32025  -0.764
2  -4.08795  -0.80311  4.08181  -0.150
3  -5.52056  0.86520  5.51716  -0.062
4  -6.78671  -0.91085  6.78445  -0.033
5  -7.94413  0.94734  7.94249  -0.021
n, E_n formula (meV), E_n grid (meV)
1  62.445  62.445
2  109.178  109.178
3  147.440  147.440
4  181.255  181.255
5  212.167  212.167
n, turning point (nm), mean z formula (nm), mean z grid (nm)
1  6.244  4.163  4.163
2  10.918  7.279  7.279
3  14.744  9.829  9.829
4  18.126  12.084  12.084
5  21.217  14.144  14.144
n, probability past turning point: formula, grid
1  0.136  0.136
2  0.104  0.104
3  0.089  0.090
4  0.081  0.081
5  0.075  0.075
spacings E_(n+1) - E_n (meV): 46.734  38.261  33.815  30.912
E_1 ratio, field times 8: 4.0000
E_1 ratio, mass times 8: 0.5000
E_1 in eV: 0.06244 eV
all assertions hold
```
